\section*{The maximum impact parameter in Monte Carlo ion transport through silicon}

\section*{The question}

A Monte Carlo code follows ions implanted into silicon. The target is treated as structureless, with $N$ atoms per unit volume. An ion moves in straight flights of fixed length $L$, and each flight is followed by one binary collision with a target atom. The impact parameter $p$ of that collision is drawn at random between zero and a largest value $p_{\max}$.

The impact parameter of an atom is its perpendicular distance from the straight line of flight. An atom belongs to a flight if the foot of this perpendicular lies on the segment of length $L$. Every position of the segment relative to the atoms is taken as equally likely, and deflection during a flight is ignored. Lengths are in angstrom, which suit interatomic distances.

\begin{enumerate}
\item[(a)] Find the mean number of atoms that a flight meets with impact parameter below a chosen radius $P$. Show that the answer holds for a crystal as well as for a random medium.
\item[(b)] The code allows one collision per flight. Deduce $p_{\max}$ for general $L$, and then for $L=N^{-1/3}$.
\item[(c)] Evaluate $p_{\max}$ for $N=5\times10^{22}\ \mathrm{cm^{-3}}$ and $L=N^{-1/3}$. How strongly does it depend on the density?
\item[(d)] A generator supplies numbers $R$ uniform on $(0,1)$. How must $p$ be obtained from $R$?
\item[(e)] Someone proposes the cutoff $L/2$, half the mean atomic spacing, while keeping one collision per flight. What goes wrong?
\item[(f)] Let $f(p)$ be the fraction of the maximum energy transfer that is passed on in a collision. Compare the mean and the variance of the summed $f$ per flight in a random medium and in the code, counting encounters inside $p_{\max}$. Evaluate them for $f=1/(1+p^2/b^2)$ with $b=0.3$ angstrom.
\item[(g)] With the same $f$, the flight length is doubled and $p_{\max}$ is adjusted to match. Does the mean energy loss per unit path stay the same? State when the whole scheme can be trusted.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Counting atoms along a flight}

The atoms in question lie in a cylinder of length $L$ and radius $P$ around the flight line. In a random medium of uniform density, the mean number in any volume is $N$ times that volume. The shell between $p$ and $p+dp$ has volume $L\,2\pi p\,dp$, so
\begin{equation}
d\bar n = N L\,2\pi p\,dp ,
\qquad
\bar n(P)=2\pi NL\int_0^P p\,dp=\pi N L P^2 .
\label{count}
\end{equation}

In a crystal the density is not uniform, and the average over positions of the segment has to do the work. Let the unit cell have volume $V_c$ and contain $n_c$ atoms at positions $\mathbf s_j$, so that $N=n_c/V_c$. All atoms sit at $\mathbf T+\mathbf s_j$, where $\mathbf T$ runs over the lattice vectors. Let $\chi(\mathbf r)$ be one if $\mathbf r$, measured from the centre $\mathbf c$ of the segment, lies in the cylinder, and zero otherwise. With $\mathbf c$ uniform in the cell,
\begin{align}
\bar n &= \frac1{V_c}\int_{\rm cell}d^3c\sum_{\mathbf T}\sum_{j=1}^{n_c}
\chi(\mathbf T+\mathbf s_j-\mathbf c)\nonumber\\
&=\frac1{V_c}\sum_{j=1}^{n_c}\int_{\rm all\ space}d^3c\;\chi(\mathbf s_j-\mathbf c)
=\frac{n_c}{V_c}\,\pi P^2L=\pi NLP^2 .
\end{align}
The second line follows because the cell, shifted by all lattice vectors, fills space once. Each remaining integral is then the volume of the cylinder. The direction of flight has dropped out. The same argument applied to a thin shell gives $d\bar n$ of Eq.~(\ref{count}).

The crystal therefore changes the fluctuations of the count but not its mean, as long as the position of the segment is uniformly distributed.

\subsection*{(b) One collision per flight}

The code supplies one collision per flight, so the mean number of atoms inside the cutoff must be one:
\begin{equation}
\pi N L p_{\max}^2=1
\quad\Longrightarrow\quad
p_{\max}=\frac{1}{\sqrt{\pi N L}} .
\label{general}
\end{equation}
The positive root is taken because $p$ is a distance. The collision cylinder has volume $\pi p_{\max}^2L=1/N$, the volume per atom, whatever the value of $L$.

For $L=N^{-1/3}$ the product is $NL=N^{2/3}$, and
\begin{equation}
p_{\max}=\frac{1}{\sqrt{\pi}\,N^{1/3}}=\frac{N^{-1/3}}{\sqrt\pi}=\frac{L}{\sqrt\pi},
\qquad
\pi p_{\max}^2=N^{-2/3}=L^2 .
\label{special}
\end{equation}
The collision disc has the same area as a square of side $L$. The cutoff follows from counting. It is neither a radius of the silicon atom nor the range of its force on the ion.

\subsection*{(c) The value for silicon}

Since $1\ \mathrm{cm}=10^8$ angstrom, one cubic centimetre is $10^{24}$ cubic angstrom. The density is
\begin{equation}
N=\frac{5\times10^{22}}{10^{24}}=0.05\ \text{angstrom}^{-3},
\end{equation}
or 20 cubic angstrom per atom. Hence
\begin{align}
L&=(20)^{1/3}=2.714\ \text{angstrom},\\
p_{\max}&=\frac{2.714}{1.7725}=1.53\ \text{angstrom}\quad(2.89\ \text{bohr}).
\end{align}
The collision area is $L^2=7.37$ square angstrom.

For the dependence on density, take the logarithm of Eq.~(\ref{special}):
\begin{equation}
\ln p_{\max}=-\tfrac13\ln N-\tfrac12\ln\pi
\quad\Longrightarrow\quad
\frac{d\ln p_{\max}}{d\ln N}=-\frac13 .
\end{equation}
A density higher by 1\% lowers $p_{\max}$ by about 0.33\%, or 0.005 angstrom. The third figure of 1.53 thus presumes that the stated density is good to about a per cent. If $L$ is held fixed instead, Eq.~(\ref{general}) gives the exponent $-1/2$.

The cutoff can also be found without Eq.~(\ref{special}). Place 60\,000 segments of length $L$ at random positions and in random directions in a diamond lattice of this density, and sort the impact parameters of all atoms met. The radius that encloses as many encounters as there are segments came out as 1.529 angstrom, which is less than 0.2\% below the formula. If the counts scattered as in a random medium, their mean would have a relative standard error of $1/\sqrt{60\,000}=0.4\%$. Because the count grows as $P^2$, the radius would be uncertain by half of that, 0.2\%. The difference is of the size expected from sampling.

\subsection*{(d) Drawing the impact parameter}

The collisions in the code should be distributed over $p$ as the encounters in the target are. Dividing $d\bar n$ by the total count, which is one, gives the probability density
\begin{equation}
w(p)=2\pi NLp=\frac{2p}{p_{\max}^2},\qquad 0<p<p_{\max},
\label{density}
\end{equation}
where $\pi NL=1/p_{\max}^2$ was used. The probability of an impact parameter below $p$ is
\begin{equation}
W(p)=\int_0^p\frac{2p'}{p_{\max}^2}\,dp'=\frac{p^2}{p_{\max}^2}.
\end{equation}
Setting $W(p)=R$ turns a uniform number into an impact parameter with this distribution:
\begin{equation}
p=p_{\max}\sqrt R .
\end{equation}
It is $p^2$ that is uniform, because equal areas of the disc are equally likely to be hit. One quarter of the collisions should have $p<p_{\max}/2$. The count in the diamond lattice gave a fraction of 0.249.

The choice $p=p_{\max}R$ would put half of the collisions inside $p_{\max}/2$. Close collisions, which transfer the most energy, would be too frequent. Part (f) gives the size of the error in one case.

\subsection*{(e) The cutoff $L/2$}

Equation~(\ref{count}) with $P=L/2$ and $NL^3=1$ gives
\begin{equation}
\bar n(L/2)=\pi NL\,\frac{L^2}{4}=\frac{\pi}{4}NL^3=\frac\pi4=0.785 .
\end{equation}
The count in the lattice gave 0.786. The disc of radius $L/2=1.357$ angstrom is inscribed in the square of side $L$ and leaves out its corners, which are 21\% of the area.

If the code still makes one collision per flight, it does more than lose the distant encounters. With cutoff $P$ it places $2p\,dp/P^2$ collisions in each ring, while the target offers $2\pi NLp\,dp$. The ratio is
\begin{equation}
\frac{2p/P^2}{2\pi NLp}=\frac{1}{\pi NLP^2}=\frac{1}{\bar n(P)} .
\end{equation}
For $P=L/2$ this equals $4/\pi=1.27$. Every kind of collision inside the cutoff occurs 27\% too often, including the hard ones. The energy loss from encounters inside $L/2$ is too large by the same factor. If a collision were made with probability $\pi/4$ after each flight, encounters inside $L/2$ would occur at the right mean rate, but those beyond it would still be left out.

\subsection*{(f) Mean and variance of the energy transfer}

Angle brackets denote the average over the density of Eq.~(\ref{density}),
\begin{equation}
\langle f\rangle=\int_0^{p_{\max}}f(p)\,\frac{2p}{p_{\max}^2}\,dp .
\end{equation}

\paragraph{The code.} There is one collision per flight, so the summed $f$ is a single value. Its mean is $\langle f\rangle$ and its variance is $\langle f^2\rangle-\langle f\rangle^2$.

\paragraph{The random medium.} Put $M$ atoms independently and uniformly into a volume $V=M/N$. Let $g(\mathbf r)=f(p)$ inside the collision cylinder and $g=0$ outside. For one atom,
\begin{equation}
\overline{g}=\frac1V\int g\,d^3r
=\frac{N}{M}\int_0^{p_{\max}}f\,2\pi pL\,dp=\frac{\langle f\rangle}{M},
\qquad
\overline{g^2}=\frac{\langle f^2\rangle}{M}.
\end{equation}
The sum $S$ over $M$ independent atoms has $M$ times the mean and $M$ times the variance of one atom:
\begin{equation}
\overline S=\langle f\rangle,\qquad
\mathrm{var}\,S=M\left(\overline{g^2}-\overline g^{\,2}\right)
=\langle f^2\rangle-\frac{\langle f\rangle^2}{M}
\;\longrightarrow\;\langle f^2\rangle
\end{equation}
as $M$ grows at fixed density. The means agree for any $f$, and the code's variance is too small by $\langle f\rangle^2$.

The missing variance is that of the number of collisions. Each atom lies in the cylinder with probability $1/M$, so a flight meets none with probability $(1-1/M)^M\to e^{-1}$, and one with probability $M(1/M)(1-1/M)^{M-1}\to e^{-1}$, which is 0.368 in both cases. The code replaces this spread by a fixed number.

\paragraph{Evaluation.} The given $f$ has the form of unscreened Coulomb scattering, where $b$ is half the head-on distance of closest approach; here $b$ is a round model value. It is larger than the screening length for arsenic or boron in silicon (0.11 to 0.14 angstrom), so real scattering at these distances is strongly screened. The numbers below illustrate the formulas and do not describe a real implant. Put $x=p^2/p_{\max}^2$, so that $dx=2p\,dp/p_{\max}^2$, and $u=p_{\max}^2/b^2=26.06$. Then
\begin{align}
\langle f\rangle&=\int_0^1\frac{dx}{1+ux}=\frac{\ln(1+u)}{u}
=\frac{3.298}{26.06}=0.1266,\\
\langle f^2\rangle&=\int_0^1\frac{dx}{(1+ux)^2}
=\frac1u\left(1-\frac1{1+u}\right)=\frac1{1+u}=0.0370 .
\end{align}
The variance per flight is 0.0370 in the random medium and $0.0370-0.0160=0.0209$ in the code (from unrounded values). The standard deviation in the code is $\sqrt{0.0209/0.0370}=0.75$ of that in the random medium. For many independent flights both variances grow in proportion to their number, so this ratio persists. In this model the code gives the right mean loss inside the cutoff, but a narrower spread than a medium of independently placed atoms. Such a medium lets atoms come arbitrarily close to each other, which real silicon does not. In the diamond lattice, with random positions and directions, the variance of the summed $f$ is about 0.025 for one flight and about 0.021 per flight along a straight path of ten flights, close to the value of the code.

A count over 80\,000 flights through randomly placed atoms gave a mean of 0.1281 and a variance of 0.0380. They lie 1.2\% and 3\% above the formulas. For independent flights the standard error of the mean would be $\sqrt{0.0370/80\,000}=0.0007$, so the mean is about two standard errors high. Some flights share atoms, but this does not enlarge the error of the mean. The lines are placed independently in a periodic box with a fixed number of atoms, and averaged over the position of a line every atom contributes the same amount wherever it sits.

The faulty rule $p=p_{\max}R$ of part (d) gives
\begin{equation}
\int_0^1\frac{dR}{1+uR^2}=\frac{\arctan\sqrt u}{\sqrt u}=0.270,
\end{equation}
which is 2.13 times the correct mean. The ions would lose energy in collisions at more than twice the proper rate in this model.

\subsection*{(g) A longer flight, and the limits of the scheme}

By Eq.~(\ref{general}), doubling $L$ divides $p_{\max}$ by $\sqrt2$, which gives 1.083 angstrom. The mean count per flight remains one; the lattice count gave 0.992. The mean of $f$ per unit path, however, is
\begin{equation}
\frac{\langle f\rangle}{L}
=\frac{b^2}{L\,p_{\max}^2}\ln\!\left(1+\frac{p_{\max}^2}{b^2}\right)
=\pi N b^2\ln\!\left(1+\frac{p_{\max}^2}{b^2}\right),
\end{equation}
where $1/(Lp_{\max}^2)=\pi N$ was used. The prefactor does not contain $L$, but the logarithm does, through the cutoff. Doubling the flight halves $u$ to 13.03, and the loss per unit path changes by the factor
\begin{equation}
\frac{\ln 14.03}{\ln 27.06}=\frac{2.641}{3.298}=0.80 .
\end{equation}
It falls by 20\%. The encounters between 1.083 and 1.53 angstrom are no longer represented, and each of them transfers between 4\% and 7\% of the maximum energy in this model.

The unscreened form has a long tail. At large $p$ it falls as $b^2/p^2$, and the integral of $p f(p)$ grows without limit as the cutoff is raised. No cutoff is then large enough to make the remainder negligible. If the electrons screen the nuclei so that $f$ falls exponentially at large $p$, the integral converges, and the neglected part tends to zero as $p_{\max}$ is raised. Whether 1.53 angstrom suffices depends on the ion, its energy and the potential. The counting argument cannot decide it. With the universal (ZBL) screened potential, doubling $L$ lowers the collision loss by less than 1\% for boron at 1 to 100 keV and for arsenic at 10 to 100 keV, but by about 5\% for arsenic at 1 keV and 24\% at 0.1 keV.

The scheme assumes straight flights and separate two-body collisions, which become poor approximations for very slow ions. Three further conditions apply to the use of Eq.~(\ref{special}).

\begin{enumerate}
\item Encounters beyond $p_{\max}$ must contribute little to the energy loss and deflection of interest. This limits how long $L$ may be.
\item The quantity of interest should rest on means, or the spread given by a fixed number of collisions must be acceptable. Part (f) found it well below that of independently placed atoms, but close to that of the diamond lattice over several flights. A crystal differs from both descriptions. In the diamond lattice, with random positions and directions, 25\% of flights met no atom, 50\% met one and 25\% met two or more. Every count other than one differs from one by at least one, so the mean square deviation from one is at least $0.251+0.253=0.50$. Counts of three or more are almost absent, so the value lies close to this bound. The code has zero, and the random medium has one.
\item The position of each flight must be unrelated to the atoms. An ion that moves parallel to a row of atoms at distance $d$ passes each atom of that row at the same impact parameter $d$. Successive values of $p$ are then repeated instead of independent, and the structureless model does not describe such channelled ions.
\end{enumerate}

The counts quoted in these answers, apart from the lattice variances of the summed $f$ and the figures for the screened potential, are listed in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Atomic density: 5.0e+22 cm^-3
Atomic density: 0.0500 angstrom^-3
Volume per atom: 20.00 angstrom^3
Free path L: 2.7144 angstrom
Square root of pi: 1.7725
Maximum impact parameter: 1.5314 angstrom
Maximum impact parameter: 2.8940 bohr
Collision area: 7.3681 angstrom^2
Lattice segments sampled: 60000
Diamond cubic cell edge: 5.4288 angstrom
Radius found by lattice counting: 1.529 angstrom
Lattice mean count within p_max: 1.003
Lattice fraction of flights with no atom: 0.251
Lattice fraction of flights with one atom: 0.496
Lattice fraction of flights with two or more: 0.253
Lattice mean of p^2/p_max^2: 0.501
Lattice fraction of encounters below p_max/2: 0.249
Radius L/2: 1.3572 angstrom
Counted atoms per flight within L/2: 0.786
pi/4: 0.7854
Cutoff for doubled flight 2L: 1.0829 angstrom
Lattice mean count for doubled flight: 0.992
Random-medium flights sampled: 80000
Random-medium mean count: 1.004
Random-medium count variance: 1.003
Random-medium fraction with no atom: 0.367
Random-medium fraction with one atom: 0.366
Random-medium fraction with two or more: 0.268
exp(-1): 0.3679
Model length b: 0.3 angstrom
Ratio p_max^2/b^2: 26.059
Mean f per flight, one-collision formula: 0.1266
Mean f per flight, random medium counted: 0.1281
Mean f^2 per collision, formula: 0.0370
Variance of f, one-collision formula: 0.0209
Variance of summed f, random medium counted: 0.0380
Mean f with wrong rule p = p_max R, sampled: 0.270
Wrong-rule mean divided by correct mean: 2.13
Logarithmic slope of p_max against density: -0.3333
\end{verbatim}
